# The Grahame equation and diffuse-layer capacitance derived in two ways: a program that tests the result

```python
"""Grahame equation and diffuse-layer capacitance, z:z electrolyte, flat wall.

Result under test:
    sigma = sqrt(8 eps kT n0) sinh(z e psi_d / 2kT)
    C_d   = d sigma / d psi_d = (eps / lambda) cosh(z e psi_d / 2kT)
    lambda = sqrt(eps kT / (2 z^2 e^2 n0))
psi_d: potential at the start of the diffuse layer relative to the bulk,
sigma: charge per area balancing the diffuse ions, n0: bulk number density
of each ion, eps: permittivity, z: valence, lambda: Debye length.
The reference is a direct numerical solution of the second-order
Poisson-Boltzmann problem, with charge found by integrating ion densities.
Working units: potential mV, length nm, field mV/nm (= 1e6 V/m),
charge uC/cm2, capacitance uF/cm2, concentration mol/L.
"""
import numpy as np
from scipy.constants import e, k, epsilon_0, N_A, pi
from scipy.integrate import solve_bvp, simpson

T_ROOM = 298.15
EPS_WATER = 78.4          # rough relative permittivity of water at 25 C
OPTICAL_EPS = 1.8         # rough square of the refractive index of water


def debye_nm(conc, z=1, T=T_ROOM, eps_r=EPS_WATER):
    n0 = 1e3 * N_A * conc
    return 1e9 * np.sqrt(eps_r * epsilon_0 * k * T / (2 * z**2 * e**2 * n0))


def half_reduced(psi, z=1, T=T_ROOM):
    return z * e * psi * 1e-3 / (2 * k * T)


def grahame(psi, conc, z=1, T=T_ROOM, eps_r=EPS_WATER):
    n0 = 1e3 * N_A * conc
    prefactor = np.sqrt(8 * eps_r * epsilon_0 * k * T * n0)
    return 100 * prefactor * np.sinh(half_reduced(psi, z, T))


def capacitance(psi, conc, z=1, T=T_ROOM, eps_r=EPS_WATER):
    flat = 100 * eps_r * epsilon_0 / (1e-9 * debye_nm(conc, z, T, eps_r))
    return flat * np.cosh(half_reduced(psi, z, T))


def bjerrum_nm(T=T_ROOM, eps_r=EPS_WATER):
    return 1e9 * e**2 / (4 * pi * eps_r * epsilon_0 * k * T)


def solve_layer(psi_d, conc, z=1, ion_nm=0.0, beta=0.0, image_nm=0.0):
    """Solve the layer; return charge, first moment of charge, and profile.

    ion_nm: lattice cell size for ion crowding (0 = point ions)
    beta: inverse saturation field, nm/mV (0 = constant permittivity)
    image_nm: distance from metal image plane to x = 0 (0 = no image force)
    """
    n0 = 1e3 * N_A * conc
    length = debye_nm(conc, z)
    depth = 20 * length
    cell = (ion_nm * 1e-9)**3

    def charge_density(x, psi):
        reduced = z * e * psi * 1e-3 / (k * T_ROOM)
        cations, anions = n0 * np.exp(-reduced), n0 * np.exp(reduced)
        crowding = 1 + cell * (cations + anions - 2 * n0)
        boost = 1.0
        if image_nm > 0:
            r = x + image_nm
            boost = np.exp(z**2 * bjerrum_nm() / (4 * r)
                           * np.exp(-2 * r / length))
        return z * e * (cations - anions) * boost / crowding

    def slope_permittivity(field):
        u = np.abs(beta * field)
        big = np.maximum(u, 0.1)
        series = 1/3 - u**2 / 15 + 2 * u**4 / 189
        langevin_slope = np.where(u < 0.1, series,
                                  1 / big**2 - 1 / np.sinh(big)**2)
        return OPTICAL_EPS + (EPS_WATER - OPTICAL_EPS) * 3 * langevin_slope

    def equations(x, state):
        psi, field = state
        slope = charge_density(x, psi) / (
            epsilon_0 * slope_permittivity(field) * 1e15)
        return np.vstack((-field, slope))

    def boundaries(wall, bulk):
        return np.array([wall[0] - psi_d, bulk[0]])

    mesh = depth * np.linspace(0, 1, 400)**2
    start = psi_d * np.exp(-mesh / length)
    answer = solve_bvp(equations, boundaries, mesh,
                       np.vstack((start, start / length)),
                       tol=1e-7, max_nodes=50000)
    assert answer.success, answer.message
    t = np.linspace(0, 1, 4001)
    x = depth * t**2
    rho = charge_density(x, answer.sol(x)[0])
    weight = 2 * depth * t * 1e-9
    charge = -100 * simpson(rho * weight, x=t)
    moment = -100 * simpson(x * rho * weight, x=t)
    return charge, moment, answer.sol


STEP = 0.5                # mV, for central differences


def numerical_response(psi, conc, z=1, **extra):
    """Charge, differential capacitance, mean distance of added charge."""
    middle = solve_layer(psi, conc, z, **extra)
    upper = solve_layer(psi + STEP, conc, z, **extra)
    lower = solve_layer(psi - STEP, conc, z, **extra)
    added = upper[0] - lower[0]
    return (middle[0], added / (2e-3 * STEP),
            (upper[1] - lower[1]) / added, upper[0], lower[0])


# ---- example inputs ----
PSI, CONC = -80.0, 0.010
C_COMPACT = 25.0          # uF/cm2, rough typical compact layer
ION_NM = 0.7              # rough hydrated ion size
BETA = 0.014              # nm/mV, rough inverse saturation field of water
IMAGE_NM = 0.35           # half the hydrated ion size
DECREMENT = 12.0          # rough fall of relative permittivity per mol/L

# ---- tests: charge, capacitance in two forms, distance of added charge ----
worst_charge = worst_cap = worst_distance = 0.0
cases = [(PSI, CONC, 1), (0.0, CONC, 1), (30.0, CONC, 1),
         (-130.0, 0.001, 1), (60.0, 0.05, 2)]
for psi, conc, z in cases:
    charge, cap, distance, upper, lower = numerical_response(psi, conc, z)
    formula = grahame(psi, conc, z)
    assert abs(charge - formula) < 2e-5 * abs(formula) + 1e-6
    if psi != 0:
        worst_charge = max(worst_charge, abs(charge / formula - 1))
    # central differences carry an error of about (STEP/51 mV)^2 z^2 / 6
    error = abs(cap / capacitance(psi, conc, z) - 1)
    assert error < 3e-4
    worst_cap = max(worst_cap, error)
    flat = capacitance(0.0, conc, z)
    from_charge = np.hypot(flat, z * e * charge / (2 * k * T_ROOM))
    assert abs(cap / from_charge - 1) < 3e-4
    predicted = debye_nm(conc, z) / np.cosh(half_reduced(psi, z))
    error = abs(distance / predicted - 1)
    assert error < 3e-4
    worst_distance = max(worst_distance, error)
    if (psi, conc, z) == cases[0]:
        total_step = 2e-3 * STEP + (upper - lower) / C_COMPACT
        measured = (upper - lower) / total_step
        series_law = 1 / (1 / C_COMPACT + 1 / capacitance(psi, conc))
        assert abs(measured / series_law - 1) < 3e-4

# ---- test: first integral along the profile, and Gauss's law at the wall ----
charge, moment, profile = solve_layer(PSI, CONC)
n_bulk = 1e3 * N_A * CONC
stresses = []
for x in (0.0, 1.0, 3.0, 6.0):
    psi_x, field_x = profile(x)
    reduced = e * psi_x * 1e-3 / (k * T_ROOM)
    stress = 0.5 * EPS_WATER * epsilon_0 * (field_x * 1e6)**2
    osmotic = k * T_ROOM * n_bulk * (np.exp(reduced) + np.exp(-reduced) - 2)
    assert abs(stress / osmotic - 1) < 1e-4
    stresses.append((x, psi_x, stress, osmotic))
wall_field = profile(0.0)[1]
assert abs(100 * EPS_WATER * epsilon_0 * wall_field * 1e6 / charge - 1) < 2e-5
# mean distance of the whole diffuse charge gives the integral capacitance
integral_cap = 100 * EPS_WATER * epsilon_0 / (1e-9 * moment / charge)
assert abs(integral_cap / (grahame(PSI, CONC) / (PSI * 1e-3)) - 1) < 1e-4

# ---- printed example ----
sigma, c_d = grahame(PSI, CONC), capacitance(PSI, CONC)
half = half_reduced(PSI)
lam = debye_nm(CONC)
print("INPUTS: silver in NaF solution, rough typical values")
print(f"temperature {T_ROOM:.2f} K, relative permittivity {EPS_WATER:.1f}")
print(f"concentration {CONC:.3f} mol/L, valence 1, psi_d {PSI:.1f} mV")
print(f"compact-layer capacitance {C_COMPACT:.1f} uF/cm2")
print("RESULTS")
print(f"bulk density of each ion {n_bulk * 1e-27:.6f} nm^-3")
print(f"thermal voltage kT/e {1e3 * k * T_ROOM / e:.3f} mV")
print(f"Debye length {lam:.3f} nm")
print(f"e psi_d/2kT {half:.4f}, sinh {np.sinh(half):.4f}, "
      f"cosh {np.cosh(half):.4f}")
print(f"charge prefactor sqrt(8 eps kT n0) {sigma / np.sinh(half):.4f} uC/cm2")
print(f"Grahame charge {sigma:.4f} uC/cm2")
print(f"charge from numerical solution {charge:.4f} uC/cm2")
print(f"capacitance at zero potential {capacitance(0, CONC):.2f} uF/cm2")
print(f"differential capacitance C_d {c_d:.2f} uF/cm2")
print(f"integral capacitance sigma/psi_d {sigma / PSI * 1e3:.2f} uF/cm2")
print(f"mean distance of added charge {lam / np.cosh(half):.3f} nm")
print(f"mean distance of whole diffuse charge {moment / charge:.3f} nm")
print(f"field at x=0: {wall_field * 0.01:.4f} MV/cm")
counter = CONC * np.exp(-2 * half)
coion = CONC * np.exp(2 * half)
print(f"at x=0: cations {counter:.4f} mol/L, anions {coion:.6f} mol/L")
print("FIRST INTEGRAL: x nm, psi mV, field stress kPa, osmotic excess kPa")
for x, psi_x, stress, osmotic in stresses:
    print(f"{x:.1f}  {psi_x:.3f}  {stress / 1e3:.4f}  {osmotic / 1e3:.4f}")
print("TABLE: psi_d mV, sigma uC/cm2, C_d uF/cm2")
for psi in (0.0, -25.0, -50.0, -80.0, -120.0):
    print(f"{psi:.0f}  {grahame(psi, CONC):.3f}  {capacitance(psi, CONC):.2f}")
print("LARGEST RELATIVE DIFFERENCES, formula against numerical solution")
print(f"charge {worst_charge:.1e}, capacitance {worst_cap:.1e}, "
      f"distance {worst_distance:.1e}")
print("NEGLECTED EFFECTS")
compact_mV = 1e3 * sigma / C_COMPACT
print(f"compact-layer voltage {compact_mV:.1f} mV, "
      f"total {PSI + compact_mV:.1f} mV")
print(f"capacitance of both layers in series {series_law:.2f} uF/cm2")
effects = [
    (f"ion size {ION_NM:.2f} nm", dict(ion_nm=ION_NM)),
    (f"saturation field {0.01 / BETA:.2f} MV/cm", dict(beta=BETA)),
    (f"metal image plane at {IMAGE_NM:.2f} nm", dict(image_nm=IMAGE_NM))]
for label, extra in effects:
    changed = numerical_response(PSI, CONC, **extra)
    print(f"{label}: charge {100 * (changed[0] / sigma - 1):+.2f} %, "
          f"C_d {100 * (changed[1] / c_d - 1):+.2f} %")
T_WARM, EPS_WARM = 323.15, 70.0   # rough permittivity of water at 50 C
warm_sigma = grahame(PSI, CONC, T=T_WARM, eps_r=EPS_WARM)
warm_cap = capacitance(PSI, CONC, T=T_WARM, eps_r=EPS_WARM)
print(f"at {T_WARM:.2f} K, permittivity {EPS_WARM:.1f}: "
      f"charge {100 * (warm_sigma / sigma - 1):+.2f} %, "
      f"C_d {100 * (warm_cap / c_d - 1):+.2f} %")
print(f"permittivity fall at x=0 from ions, {DECREMENT:.0f} per mol/L: "
      f"{100 * DECREMENT * (counter + coion) / EPS_WATER:.1f} %")
l_b = bjerrum_nm()
per_nm2 = abs(sigma) * 1e-2 / e * 1e-18
print(f"Bjerrum length {l_b:.3f} nm, charges per area {per_nm2:.4f} nm^-2")
print(f"correlation parameter 2 pi l_B^2 |sigma|/e "
      f"{2 * pi * l_b**2 * per_nm2:.3f}")
bath_cap = capacitance(0.0, 1.0)
print(f"1 mol/L: Debye length {debye_nm(1.0):.3f} nm, "
      f"C_d at zero potential {bath_cap:.1f} uF/cm2")
print(f"1 mol/L: in series with compact layer "
      f"{1 / (1 / bath_cap + 1 / C_COMPACT):.2f} uF/cm2")
print("OK")
```

Output:

```
INPUTS: silver in NaF solution, rough typical values
temperature 298.15 K, relative permittivity 78.4
concentration 0.010 mol/L, valence 1, psi_d -80.0 mV
compact-layer capacitance 25.0 uF/cm2
RESULTS
bulk density of each ion 0.006022 nm^-3
thermal voltage kT/e 25.693 mV
Debye length 3.040 nm
e psi_d/2kT -1.5569, sinh -2.2666, cosh 2.4774
charge prefactor sqrt(8 eps kT n0) 1.1733 uC/cm2
Grahame charge -2.6594 uC/cm2
charge from numerical solution -2.6594 uC/cm2
capacitance at zero potential 22.83 uF/cm2
differential capacitance C_d 56.57 uF/cm2
integral capacitance sigma/psi_d 33.24 uF/cm2
mean distance of added charge 1.227 nm
mean distance of whole diffuse charge 2.088 nm
field at x=0: -0.3831 MV/cm
at x=0: cations 0.2251 mol/L, anions 0.000444 mol/L
FIRST INTEGRAL: x nm, psi mV, field stress kPa, osmotic excess kPa
0.0  -80.000  509.4128  509.4128
1.0  -52.301  143.4795  143.4795
3.0  -25.480  26.4457  26.4457
6.0  -9.334  3.3077  3.3077
TABLE: psi_d mV, sigma uC/cm2, C_d uF/cm2
0  0.000  22.83
-25  -0.594  25.59
-50  -1.331  34.52
-80  -2.659  56.57
-120  -6.005  119.07
LARGEST RELATIVE DIFFERENCES, formula against numerical solution
charge 3.8e-09, capacitance 6.3e-05, distance 6.3e-05
NEGLECTED EFFECTS
compact-layer voltage -106.4 mV, total -186.4 mV
capacitance of both layers in series 17.34 uF/cm2
ion size 0.70 nm: charge -1.04 %, C_d -3.07 %
saturation field 0.71 MV/cm: charge -0.47 %, C_d -1.41 %
metal image plane at 0.35 nm: charge +8.22 %, C_d +11.67 %
at 323.15 K, permittivity 70.0: charge -13.89 %, C_d -18.60 %
permittivity fall at x=0 from ions, 12 per mol/L: 3.5 %
Bjerrum length 0.715 nm, charges per area 0.1660 nm^-2
correlation parameter 2 pi l_B^2 |sigma|/e 0.533
1 mol/L: Debye length 0.304 nm, C_d at zero potential 228.3 uF/cm2
1 mol/L: in series with compact layer 22.53 uF/cm2
OK
```
